# How pumping a lossy coupled cavity can switch off a laser

Two coupled microdisks form a laser that holds about $8.9\times10^4$ photons while only disk 1 is pumped. Disk 2 is then pumped as well, until its gain reaches $18\ \mathrm{cm^{-1}}$, with the gain of disk 1 held fixed. The laser goes dark, and only noise remains, about 80 photons if the inversion is complete. With the gain of disk 2 at $30\ \mathrm{cm^{-1}}$ it is lit again. No gain was removed at any point, so the switch-off needs an explanation.

## The model

Let $a_1,a_2$ be the field amplitudes of one mode in each disk, both of the same bare frequency, with that common oscillation removed. Each disk has an unsaturated gain $G_j\ge0$, which rises with its pump, and a loss $\gamma_j>0$. Write $g_j=G_j-\gamma_j$. For weak fields

$$\dot a_1=g_1a_1-i\kappa a_2,\qquad \dot a_2=g_2a_2-i\kappa a_1 .\tag{1}$$

The coupling $\kappa>0$ exchanges energy without dissipating it. Gains and losses are modal power coefficients in $\mathrm{cm^{-1}}$, and $\kappa$ is expressed in the same unit. The dot is the derivative with respect to $ct/(2n_g)$, where $n_g$ is the group index. The factor 2 appears because amplitude grows at half the rate of power. For $n_g=3.8$, $1\ \mathrm{cm^{-1}}$ is an amplitude rate of $3.945\ \mathrm{ns^{-1}}$, or a frequency of $0.628$ GHz.

Pumping disk 2 is assumed to change $G_2$ alone. Heating and index changes are taken up later.

Put $a_j\propto e^{\sigma t}$ in (1), with $t$ in the scaled unit. Then $(\sigma-g_1)a_1=-i\kappa a_2$ and $(\sigma-g_2)a_2=-i\kappa a_1$. Multiplying the two and cancelling $a_1a_2$ gives

$$(\sigma-g_1)(\sigma-g_2)=-\kappa^2 .\tag{2}$$

With $M=(g_1+g_2)/2$ and $D=(g_1-g_2)/2$, the left side is $(\sigma-M)^2-D^2$, so

$$\sigma=M\pm\sqrt{D^2-\kappa^2}.\tag{3}$$

Let $s$ be the larger real part. The dark state is unstable, and emission starts from noise, when $s>0$.

## The counter-example

Take $\gamma_1=\gamma_2=30$, $\kappa=10$ and $G_1=36$, all in $\mathrm{cm^{-1}}$. Thus $g_1=6$ throughout.

- At $G_2=0$, $g_2=-30$, $M=-12$ and $D=18$. Hence $s=-12+\sqrt{324-100}=2.967$: lit.
- At $G_2=10$, $g_2=-20$, $M=-7$ and $D=13$. Hence $s=-7+\sqrt{169-100}=1.307$: lit, but closer to extinction.
- At $G_2=16$, $g_2=-14$, $M=-4$ and $D=10=\kappa$. The root vanishes and $s=-4$: dark.
- At $G_2=18$, $M=-3$ and $D=9<\kappa$. The root is imaginary, so $s=M=-3$: dark.
- At $G_2=30$, $M=3$ and $D=3$, so $s=3$: lit.

The third case is the exceptional point. There the two values of $\sigma$ merge, and so do their mode vectors, since $\sigma$ fixes $a_2/a_1$.

## Why extra gain lowers the growth rate

Consider $D>\kappa$ and the upper sign in (3). The first equation before (2) gives $a_2=i(\sigma-g_1)a_1/\kappa$. Since $M-g_1=-D$,

$$a_2=-ir\,a_1,\qquad r=\frac{D-\sqrt{D^2-\kappa^2}}{\kappa}.\tag{4}$$

The number $r$ and its partner with a plus sign have product 1, so $r<1$: most of the light is in disk 1. Their sum gives $r+1/r=2D/\kappa$.

Now follow the energy. In the derivative of $|a_1|^2+|a_2|^2$, the coupling contributes $2\,\mathrm{Re}[-i\kappa(a_1^*a_2+a_2^*a_1)]$. The sum $a_1^*a_2+a_2^*a_1$ is real, so its product with $-i\kappa$ is imaginary and this is zero. What remains, divided by twice the energy, is

$$s=\frac{g_1+r^2g_2}{1+r^2}.\tag{5}$$

The growth rate is an average of the two net gains, weighted by where the light is. Raising $g_2$ has a direct effect at fixed $r$, and a second effect because $r$ changes:

$$\frac{ds}{dg_2}=\frac{r^2}{1+r^2}+\frac{g_2-g_1}{(1+r^2)^2}\frac{d(r^2)}{dg_2}.\tag{6}$$

To find the last factor, differentiate $D=\kappa(r+1/r)/2$ and use $dD/dg_2=-1/2$:

$$-\frac12=-\frac{\kappa(1-r^2)}{2r^2}\frac{dr}{dg_2}
\quad\Rightarrow\quad
\frac{d(r^2)}{dg_2}=\frac{2r^3}{\kappa(1-r^2)} .$$

This is positive: pumping disk 2 moves light into it. Also $g_2-g_1=-2D=-\kappa(1+r^2)/r$. Inserting both,

$$\frac{ds}{dg_2}=\frac{r^2}{1+r^2}\left[1-\frac{2}{1-r^2}\right]=-\frac{r^2}{1-r^2}<0 .\tag{7}$$

The redistribution term is $2/(1-r^2)$ times the direct one, hence more than twice as large, and of opposite sign. At $G_2=0$, $r^2=0.0920$. The direct part is $0.0920/1.0920=0.0843$, the redistribution part is $-0.1856$, and their sum is $-0.1013$. Disk 2 has become less lossy, but the mode now places more of its energy there, where the net gain is still strongly negative.

Another form of the same fact comes from (2), rearranged as

$$s=g_1-\frac{\kappa^2}{s-g_2}.\tag{8}$$

Disk 2 acts on disk 1 as an absorbing load. When $|g_2|$ is much larger than $\kappa$ and $|s|$, the load is approximately $\kappa^2/|g_2|$. A very lossy disk 2 therefore loads disk 1 weakly, because little field builds up in it. Reducing its loss lets in more field and increases the load.

As $r\to1$, the slope (7) tends to $-\infty$. This is the square-root approach to the exceptional point. Beyond it, while $|D|<\kappa$, the two modes have equal energies in the disks. Redistribution has stopped, $s=M$, and the slope is $+1/2$.

Pumping both disks equally is different. Adding the same $\Delta$ to $g_1$ and $g_2$ leaves $D$ unchanged and raises $M$, and therefore $s$, by $\Delta$. The intuition that gain helps is correct for that operation, as it is for a single cavity.

## The general statement for the threshold

Hold $g_1>0$ fixed and raise $g_2$ from $-\gamma_2$. Within model (1):

**If $0<g_1<\kappa$ and $\gamma_2>\kappa^2/g_1$, the dark state is unstable at first, becomes stable for**

$$-\frac{\kappa^2}{g_1}<g_2<-g_1,\tag{9}$$

**and is unstable again above this interval. If $g_1>\kappa$, no value of $g_2$ makes it stable.**

For the proof of the first part, take $D>\kappa$, that is $g_2<g_1-2\kappa$. Then $M=g_1-D<g_1-\kappa<0$. So $s>0$ requires $\sqrt{D^2-\kappa^2}>-M$. Both sides are positive and may be squared, giving $D^2-M^2>\kappa^2$. But $D^2-M^2=-g_1g_2$, so the condition is $g_2<-\kappa^2/g_1$.

Next take $|D|\le\kappa$. Here $s=M$, positive when $g_2>-g_1$. For $D<-\kappa$, $g_2>g_1+2\kappa$ is positive, so $M>0$ and $s>0$.

These pieces fit together because the exceptional point lies between the two edges:

$$(g_1-2\kappa)+\frac{\kappa^2}{g_1}=\frac{(\kappa-g_1)^2}{g_1}>0,\qquad
-g_1-(g_1-2\kappa)=2(\kappa-g_1)>0 .$$

For the second part let $g_1>\kappa$. If $M>0$, then $s>0$ at once. If $M\le0$, then $g_2\le-g_1$, so $D\ge g_1>\kappa$ and $-g_1g_2\ge g_1^2>\kappa^2$. This means $D^2-\kappa^2>M^2$, and again $s>0$. At $g_1=\kappa$ the window has shrunk to one point, the exceptional point, where $s=0$.

The exceptional point is thus the bottom of the dark window, with $s=g_1-\kappa$, and not its edge. In the example the edges are $g_2=-100/6=-16.67$ and $g_2=-6$, or $G_2=13.33$ and $24.00\ \mathrm{cm^{-1}}$. The exceptional point is at $16.00\ \mathrm{cm^{-1}}$.

## From threshold to existing emission

A stable dark state does not prove that a running laser stops, because its light changes the gains. Let $I_j=|a_j|^2$ be the photon number divided by the saturation number, taken equal for both disks, and let the gain respond instantaneously:

$$x=\frac{G_1}{1+I_1}-\gamma_1,\qquad y=\frac{G_2}{1+I_2}-\gamma_2 .$$

These replace $g_1$ and $g_2$ in (1). A steady lit state at frequency offset $\nu$ has $\sigma=-i\nu$, and (2) becomes

$$-\nu^2+i\nu(x+y)+xy=-\kappa^2 .$$

The imaginary part requires $\nu=0$ or $x+y=0$.

**Split-frequency states, $\nu\ne0$.** Here $y=-x$ and $\nu^2=\kappa^2-x^2$. The amplitude ratio is $|a_2/a_1|=\sqrt{\nu^2+x^2}/\kappa=1$, so $I_1=I_2=I$. Then $x+y=0$ gives

$$I=\frac{G_1+G_2}{\gamma_1+\gamma_2}-1 ,\tag{10}$$

which is positive only for $g_1+g_2>0$. No such state exists in window (9).

**Central-frequency states, $\nu=0$.** Here $xy=-\kappa^2$. In the window $y\le g_2<0$, so $0<x<g_1$. The first field equation gives $a_2=-i(x/\kappa)a_1$, and the definition of $x$ gives $I_1$:

$$I_1=\frac{g_1-x}{x+\gamma_1},\qquad I_2=\frac{x^2}{\kappa^2}I_1 .\tag{11}$$

The remaining condition, $y=-\kappa^2/x$, is $F(x)=0$ with

$$F=\frac{G_2}{1+I_2}-\gamma_2+\frac{\kappa^2}{x}
=\left(g_2+\frac{\kappa^2}{g_1}\right)+\frac{\kappa^2(g_1-x)}{g_1x}-\frac{G_2I_2}{1+I_2}.$$

The first bracket is positive in the window. The last fraction is at most $G_2I_2$. Using (11),

$$F>(g_1-x)\left[\frac{\kappa^2}{g_1x}-\frac{G_2x^2}{\kappa^2(x+\gamma_1)}\right].$$

The square bracket is positive if $\kappa^4>G_2g_1x^3/(x+\gamma_1)$. The right side increases with $x$ and stays below its value at $x=g_1$, which is $G_2g_1^4/G_1$. Therefore no steady lit state exists in the window if

$$\frac{G_2}{G_1}<\left(\frac{\kappa}{g_1}\right)^4 .\tag{12}$$

For equal losses this holds automatically: $g_2<-g_1$ implies $G_2<G_1$, while the right side exceeds 1. In the example the ratio is at most $0.667$, and the limit is $7.72$.

Condition (12) matters when the losses differ. Near $x=g_1$,

$$F\simeq\left(g_2+\frac{\kappa^2}{g_1}\right)+(g_1-x)\left[\frac{\kappa^2}{g_1^2}-\frac{G_2g_1^2}{\kappa^2G_1}\right].$$

If (12) is reversed, the square bracket is negative. Just inside the lower edge the first term is small, so $F$ becomes negative as $x$ falls from $g_1$. Since $F\to+\infty$ as $x\to0$, it must cross zero again, and a lit state coexists with the stable dark state. Take $\kappa=1$, $G_1=1.2$, $G_2=3.9$, $\gamma_1=0.3$ and $\gamma_2=5$, where the ratio is $3.25$ and the limit $1.52$. Numerical integration found that a field started near the lit state stayed lit, while a small seed died out. Switch-off is then delayed past the linear threshold.

## Proof that the running laser goes dark

The absence of steady states still leaves the possibility of permanent pulsation. The original central-frequency state can be written, after a choice of overall phase, as $a_1=p$, $a_2=-iq$ with real $p,q$. Equation (1) with saturated gains becomes

$$\dot p=x\,p-\kappa q,\qquad \dot q=y\,q+\kappa p ,$$

so the motion remains in this plane after $G_2$ is changed. Its divergence is

$$\frac{\partial\dot p}{\partial p}+\frac{\partial\dot q}{\partial q}
=G_1\frac{1-p^2}{(1+p^2)^2}-\gamma_1+G_2\frac{1-q^2}{(1+q^2)^2}-\gamma_2\le g_1+g_2 ,$$

because each fraction is at most 1. In the window this is negative. Along a closed orbit $\oint(\dot p\,dq-\dot q\,dp)=0$, but by Green's theorem this integral is, up to sign, the area integral of the divergence, which is not zero. There are no closed orbits.

The motion is also bounded. Since $p^2/(1+p^2)<1$, and likewise for $q$,

$$\frac{d}{dt}(p^2+q^2)\le2(G_1+G_2)-2\min(\gamma_1,\gamma_2)\,(p^2+q^2),$$

which is negative at large amplitude. By the Poincaré–Bendixson theorem, a bounded planar orbit either approaches a closed orbit or comes arbitrarily near a fixed point. Under (12) the only fixed point is the origin, and it is stable because $s<0$. The laser therefore goes dark, whether the pump of disk 2 is raised to a value in the window slowly or suddenly.

This proof covers the plane of the original laser state. For other relative phases the evidence is numerical: eight random complex starting fields at $G_2=18\ \mathrm{cm^{-1}}$ all decayed.

## Reading the saturated example

At $G_2=0$, disk 2 has no gain to saturate, so $y=-30$ and $x=100/30=3.33$. Equation (11) gives $I_1=36/33.33-1=0.0800$ and $I_2=(3.33/10)^2\times0.0800=0.0089$. With a chosen saturation number of $10^6$, the total is $8.9\times10^4$ photons. At $G_2=5$ and $10\ \mathrm{cm^{-1}}$ the sum $I_1+I_2$ falls from $0.0889$ to $0.0685$ and $0.0363$.

Disk 2 alone behaves differently: $I_2$ first rises slightly, from $0.0089$ to $0.0094$, and then falls to $0.0072$. By (11) it is a product of $x^2$, which grows, and $I_1$, which shrinks. A detector that saw only disk 2 would at first record a brighter laser.

At $G_2=30\ \mathrm{cm^{-1}}$, (10) gives $I=66/60-1=0.100$ in each disk. Then $x=36/1.1-30=2.73$ and $|\nu|=\sqrt{100-2.73^2}=9.62\ \mathrm{cm^{-1}}$, an offset of $6.04$ GHz. Integration from a nearby field settled on this state. At the relighting edge the two possible frequencies are $2\sqrt{100-36}=16\ \mathrm{cm^{-1}}$, or $10.0$ GHz, apart.

The dark state still contains amplified noise. Let $n_j$ be the mean photon numbers and $J=2\kappa\,\mathrm{Im}\langle a_1^*a_2\rangle$ the flow into disk 1, with $a_j$ now in photon units. From (1), with noise sources $N_j$,

$$2g_1n_1+J+N_1=0,\quad 2g_2n_2-J+N_2=0,\quad (g_1+g_2)J=2\kappa^2(n_1-n_2).$$

For complete inversion, spontaneous emission into a mode equals the stimulated emission caused by one photon, $2G_j$. The loss channel, which removes $2\gamma_jn_j$, also feeds in $2\gamma_jn_T$, so that loss alone would lead to $n_j=n_T$. Hence $N_j=2(G_j+\gamma_jn_T)$, where $n_T=0.060$ is the thermal occupation at 3 THz and 50 K. At $G_2=18$, $N_1=75.6$ and $N_2=39.6$. Since $g_1+g_2=-6$, $J=-33.3(n_1-n_2)$. Solving the two balances gives $n_1+n_2\approx80$, about $10^3$ times fewer photons than in the lit laser. This is a lower bound, because a quantum cascade gain medium is not completely inverted. Twice the spontaneous emission at the same gain gives 156 photons, and a loss channel at 150 K instead of 50 K gives 124.

## Real disks and the limits of the result

The numbers are rough, round values for terahertz quantum cascade microdisks near 3 THz, where gains and losses of some tens of $\mathrm{cm^{-1}}$ are reasonable. They do not describe a particular device. One demanding assumption is that the disk frequencies are equal. For a detuning $\delta$, the first factor in (2) gains $+i\delta/2$ and the second $-i\delta/2$. Setting $\sigma=-i\nu$, the imaginary part gives

$$\nu=\frac{\delta}{2}\,\frac{g_2-g_1}{g_1+g_2},\qquad
\frac\delta2-\nu=\frac{\delta g_1}{g_1+g_2},\qquad \frac\delta2+\nu=\frac{\delta g_2}{g_1+g_2}.$$

The real part is $(\delta/2-\nu)(\delta/2+\nu)+g_1g_2=-\kappa^2$, so the threshold becomes

$$-g_1g_2\left[1+\frac{\delta^2}{(g_1+g_2)^2}\right]=\kappa^2 .\tag{13}$$

Detuning weakens the load and favours emission. At $g_2=-12$, darkness requires $\delta<6\sqrt{100/72-1}=3.7\ \mathrm{cm^{-1}}$. The largest detuning for which any dark window survives is $3.75\ \mathrm{cm^{-1}}$, or $2.36$ GHz. This is only $8\times10^{-4}$ of the optical frequency, so the disks must be closely matched or tuned. With an assumed thermo-optic coefficient of $10^{-4}\ \mathrm{K^{-1}}$, a temperature difference of about 30 K uses up this allowance.

The coupling of real disks can also have a dissipative part, for example through shared radiation, so that $i\kappa$ in (1) becomes $i\kappa+\eta$. At $\delta=0$ this removes the exceptional point and narrows the window: it runs from $14.2$ to $21.0\ \mathrm{cm^{-1}}$ for $\eta=1\ \mathrm{cm^{-1}}$ and is gone for $\eta=2\ \mathrm{cm^{-1}}$. The root in (3) becomes $\sqrt{(D-i\delta/2)^2+(\eta+i\kappa)^2}$, which vanishes again at $D=\kappa$ for $\delta=2\eta$. Equation (13), and the rule that detuning favours emission, hold only for $\eta=0$.

Gain also changes the refractive index. If it shifts each disk by $\alpha G_j$, then $\delta=\alpha(G_1-G_2)$, and without trimming the window disappears for $\alpha$ above $0.21$. If the disks are trimmed to resonance at $G_2=18\ \mathrm{cm^{-1}}$, a window from $14.0$ to $22.1\ \mathrm{cm^{-1}}$ remains at $\alpha=0.5$.

The gain is not truly instantaneous: an assumed recovery time of 10 ps exceeds the photon lifetime of 4.2 ps. This does not move the thresholds, since the unsaturated gains are the same. In noise-free integrations of a step from $G_2=0$ to $18\ \mathrm{cm^{-1}}$, the fraction of the original photon number left after 500 ps was $1.2\times10^{-6}$ with this delay and $6\times10^{-7}$ without it. The decay is not smooth, because the two modes of the dark state beat, and 500 ps lies near a minimum: at 450 ps the fractions are $3.3\times10^{-5}$ and $2.4\times10^{-5}$. The ratio at one instant therefore says little about the delay. In both cases the fraction stays below the noise level found above, about $10^{-3}$ of the lit photon number, after about 290 ps.

Heating can imitate the effect. At $G_2=0$ the laser stops when $g_1$ falls to $\kappa^2/\gamma_2=3.33$, that is when $G_1$ falls from 36 to $33.33\ \mathrm{cm^{-1}}$, a loss of 7.4 %. Extinction alone is therefore weak evidence; $G_1$ must be shown to stay fixed. Relighting at $G_2=24$, below the $30\ \mathrm{cm^{-1}}$ that disk 2 would need in isolation, and at a split frequency, shows that the coupling is at work, though it does not exclude some heating.

Finally, the model has one mode per disk. Another pair of modes with the same gains and losses but with $\kappa<g_1$ has no dark window and can keep the device lit. For a single resonant pair, the switch-off is avoided by keeping $g_1>\kappa$, or by raising both gains equally from a lit state. The numerical output below lists the main values used here. Its entries under "photons left" are fractions of the photon number before the step, computed without noise.

## Calculated quantities

```
loss of each disk: 30.0 1/cm
coupling k: 10.0 1/cm
gain G1 of disk 1: 36.0 1/cm; net g1: 6.0 1/cm
optical frequency: 3.0 THz; group index: 3.8
amplitude rate per 1/cm: 3.945 1/ns
frequency per 1/cm: 0.628 GHz
dark window starts at G2 = 13.33 1/cm
exceptional point at G2 = 16.00 1/cm
dark window ends at G2 = 24.00 1/cm
growth at G2 = 0: 2.967 1/cm
growth at exceptional point: -4.000 1/cm
energy ratio disk 2 / disk 1 at G2 = 0: 0.0920
slope ds/dG2 at G2 = 0: -0.1013
  direct gain part: 0.0843
  redistribution part: -0.1856
slope ds/dG1 at G2 = 0: 1.1013
G2 = 0 1/cm: growth 2.967 1/cm, I1 0.08000, I2 0.00889, sum 0.08889
G2 = 5 1/cm: growth 2.343 1/cm, I1 0.05906, I2 0.00941, sum 0.06847
G2 = 10 1/cm: growth 1.307 1/cm, I1 0.02910, I2 0.00722, sum 0.03632
G2 = 18 1/cm: growth -3.000 1/cm, laser dark
G2 = 30 1/cm: relit, I1 = I2 = 0.1000
  its frequency offset: 6.04 GHz
mode splitting at relighting edge: 10.04 GHz
limit on G2/G1 for no bistability: 7.72
G2/G1 at end of dark window: 0.667
bistable test case (k = 1): G2/G1 3.25, limit 1.52
largest disk detuning: 3.75 1/cm = 2.36 GHz
  relative to optical frequency: 7.9e-04
largest alpha without trimming: 0.211
alpha 0.5, disks trimmed at G2 = 18 1/cm:
  dark from G2 = 14.0 to 22.1 1/cm
gain recovery time: 10 ps
photon lifetime: 4.23 ps
photons left 500 ps after step to G2 = 18 1/cm:
  instantaneous gain: 6.2e-07
  finite recovery: 1.2e-06
  finite recovery and alpha 0.5: 1.2e-06
saturation photon number: 1.0e+06
photons in lit laser, G2 = 0: 8.89e+04
power lost by those photons: 41.8 uW
thermal photons per mode at 50 K: 0.060
noise photons at G2 = 18 1/cm: 80.5
lit / noise photon ratio: 1.1e+03
fall of G1 that alone stops laser at G2 = 0: 7.4 %
assumed thermo-optic coefficient: 1e-04 1/K
disk temperature difference at detuning limit: 30 K
disk radius: 50 um; mode spacing: 251 GHz
```
